# Pairing an all-electron contracted basis with a core potential for chlorine

A Hartree–Fock calculation on a chlorine compound is to use an effective core potential, and the basis set at hand is one designed for all-electron work. Should that basis be used as it stands, be uncontracted first, or be replaced by the one made for the potential? For a chlorine atom described with the s and p functions of cc-pVDZ and of the set made for the potential, and measured against the limit of an s and p basis, the first choice puts the total energy 3.5 eV too high and the second 0.19 eV too high. The third, at double-zeta size, is only 0.01 eV too high, yet it gives the worst ionization energy of the three.

## The belief and its appeal

The belief is that an all-electron contracted basis cannot be paired with a core potential, because its contractions describe core orbitals and nodes. The reason given is largely correct. A contracted function is a fixed sum of Gaussians,

$$
\chi_a=\sum_k d_{ka}\,g_k ,
$$

where the primitives $g_k$ and the coefficients $d_{ka}$ are set beforehand. In the all-electron cc-pVDZ basis for chlorine, three of the four s functions are contractions representing the atomic 1s, 2s and 3s orbitals, and the fourth is a single Gaussian. Two of the three p functions represent 2p and 3p, and the third is again a single Gaussian. In the form used here the contractions leave out these single Gaussians, so the 3s and 3p contractions reproduce their orbitals only together with them.

The atomic 3s orbital must have a node, and the contraction built for it has nodes too. The radial function $R_{1s}$ has one sign wherever its amplitude is appreciable, and orthogonality demands

$$
\int_0^\infty R_{1s}(r)\,R_{3s}(r)\,r^2\,dr=0 .
$$

If $R_{3s}$ also had one sign, the integrand would have one sign apart from the negligible far tail of $R_{1s}$, and the integral could not vanish. The same argument with 2p forces a node into 3p. On a radial grid, the 3s contraction changes sign at 5.8 and 35.1 pm, and the 3p contraction at 29.4 pm.

A core potential removes the core orbitals, and with them this orthogonality condition. I use the ccECP potential, which replaces ten electrons of chlorine and leaves seven. The Hamiltonian is

$$
H=\sum_i\left[-\frac{\hbar^2}{2m_e}\nabla_i^2-\frac{Z_{\rm eff}e^2}{4\pi\varepsilon_0 r_i}+V_{\rm ECP}(i)\right]+\sum_{i<j}\frac{e^2}{4\pi\varepsilon_0 r_{ij}},
$$

with $Z_{\rm eff}=17-10=7$ and $V_{\rm ECP}=V_{\rm loc}(r)+\sum_l V_l(r)P_l$. The operator $P_l$ selects the part of an orbital with angular momentum $l$. The computed 3s and 3p pseudo-orbitals have no radial nodes wherever their amplitude is appreciable. The basis was therefore contracted for functions of a different shape. What does not follow is that the pairing is impossible.

## What the variational principle says

Hartree–Fock minimizes $\langle\Phi|H|\Phi\rangle$ over normalized determinants $\Phi$ whose orbitals lie in the space spanned by the basis. Nothing in this requires the basis functions to resemble the solution. Any basis with finite matrix elements and enough functions to hold the electrons gives an upper bound to the Hartree–Fock limit of the same Hamiltonian.

Three spaces can be built from the all-electron basis: the valence functions alone, all the contracted functions, and the free primitives. Each lies inside the next, since every $\chi_a$ is a sum of the $g_k$. A minimum over a larger set cannot be higher, so

$$
E_{\rm valence\ only}\ \ge\ E_{\rm contracted}\ \ge\ E_{\rm uncontracted}.
$$

This assumes that each calculation finds the lowest determinant of the chosen occupation.

Let $E_{\rm ref}$ be the energy in a basis that is nearly complete for the angular momenta kept. Adding and subtracting $E_{\rm uncontracted}$ gives

$$
E_{\rm contracted}-E_{\rm ref}
=(E_{\rm contracted}-E_{\rm uncontracted})
+(E_{\rm uncontracted}-E_{\rm ref}).
$$

The first bracket is the price of frozen coefficients. The second is the price of a limited set of exponents, which uncontracting cannot remove.

## The core functions are useful

It might seem that the 1s, 2s and 2p contractions are dead weight once the core is gone. Consider the p functions. Take the outer lobe of $R_{3p}$ as positive, so that its inner lobe is negative, and take $R_{2p}$ as positive. The basis allows the combination

$$
R(r)=R_{3p}(r)+b\,R_{2p}(r).
$$

If $b$ is positive and larger than $|R_{3p}/R_{2p}|$ throughout the inner lobe, then $R$ is positive there as well, and the node has gone. The core function can thus cancel a node that the core potential does not want; the energy minimum need not remove it exactly, and may leave a very small inner lobe close to the nucleus. It cannot give the inner region an arbitrary shape, because the form of $R_{2p}$ is itself frozen. Removing a node is not the only benefit: the 3s orbital comes out nodeless even without the core functions, and there they help by correcting its shape.

## Why a small error of shape is expensive

Take the Fock operator $f$ from the converged uncontracted calculation and hold it fixed. Within one spin and one symmetry, let its normalized eigenfunctions in the uncontracted space be $\varphi_0,\varphi_1,\dots$, with energies $\varepsilon_0<\varepsilon_1\le\dots$. Here $\varphi_0$ is the occupied valence orbital. A normalized trial orbital $\varphi$ from the contracted space can be expanded as

$$
\varphi=\sum_k c_k\varphi_k,\qquad \sum_k|c_k|^2=1 .
$$

Its energy is $\langle\varphi|f|\varphi\rangle=\sum_k|c_k|^2\varepsilon_k$. Subtracting $\varepsilon_0=\sum_k|c_k|^2\varepsilon_0$ removes the $k=0$ term:

$$
\langle\varphi|f|\varphi\rangle-\varepsilon_0
=\sum_{k\ge1}|c_k|^2(\varepsilon_k-\varepsilon_0)
\ge(\varepsilon_1-\varepsilon_0)(1-|c_0|^2).
$$

The inequality holds because every $\varepsilon_k$ with $k\ge1$ is at least $\varepsilon_1$.

Now let $P$ project onto the contracted space, and define the missing norm

$$
\delta=1-\langle\varphi_0|P|\varphi_0\rangle .
$$

Since $P\varphi=\varphi$, the overlap is $c_0=\langle\varphi_0|P\varphi\rangle=\langle P\varphi_0|\varphi\rangle$. The Cauchy–Schwarz inequality gives $|c_0|^2\le\langle P\varphi_0|P\varphi_0\rangle=\langle\varphi_0|P|\varphi_0\rangle=1-\delta$. Therefore

$$
\langle\varphi|f|\varphi\rangle-\varepsilon_0\ \ge\ (\varepsilon_1-\varepsilon_0)\,\delta .
$$

If $\delta=0$, the contracted space contains $\varphi_0$ and the frozen-operator cost can vanish. If $\delta>0$, some cost is unavoidable.

For the spin-up 3s orbital of chlorine, the full contracted basis misses $\delta=0.00173$ of the norm. The gap is 51.6 eV; it belongs to the finite uncontracted basis and is not an excitation energy of the atom. The bound is

$$
51.6\ \text{eV}\times0.00173=0.089\ \text{eV}.
$$

Diagonalizing the same frozen operator in the contracted space gives an actual cost of 0.87 eV. The first inequality, read backwards, limits the admixture of wrong functions: $1-|c_0|^2\le0.87/51.6=0.017$. An orbital at least 98% correct in squared overlap is thus still 0.87 eV too high. The bound accounts for only a tenth of the cost, because the wrong admixture, in fact about 0.3%, lies mostly in levels far above $\varepsilon_1$: the level 265 eV above $\varepsilon_0$ alone contributes 0.63 eV.

The bound describes one orbital in a fixed field. The total error needs self-consistent calculations, in which the field responds to the change in the orbitals.

## The chlorine atom in numbers

These calculations use unrestricted Hartree–Fock, in which spin-up and spin-down electrons have separate spatial orbitals. The neutral atom has the configuration $3s^23p^5$, with one unpaired electron. All bases are restricted to s and p functions, so the d functions of the published sets are omitted. The reference has 19 s and 19 p radial Gaussians, with successive exponents in the ratio 1.7. A similar set with ratio 1.8 gives an energy 0.0002 eV higher, far below the errors of interest. This is the limit for s and p functions, not the Hartree–Fock limit: the open-shell atom is not spherical, and adding d and f functions lowers the total energy by about 0.2 eV and the ionization energy given below by about 0.02 eV.

Errors in the total energy, relative to this reference, are:

| Basis | Radial functions | Error (eV) |
|---|---:|---:|
| Native ccECP double-zeta | 2 s, 2 p | 0.014 |
| All-electron, contracted | 4 s, 3 p | 3.533 |
| All-electron, valence functions only | 2 s, 2 p | 47.930 |
| All-electron, uncontracted | 12 s, 8 p | 0.192 |

For the contracted basis, the two parts of the error are

$$
(-396.2105+399.5511)\ \text{eV}\approx3.341\ \text{eV}
$$

from the frozen coefficients, and

$$
(-399.551+399.744)\ \text{eV}\approx0.19\ \text{eV}
$$

from the exponents. The sum is 3.53 eV, or 341 kJ/mol, and about 95% of it comes from contraction.

The contractions are not poor in themselves. In the all-electron Hamiltonian for which they were made, contracting the same s and p primitives raises the energy of the chlorine atom by only 0.0056 eV. With the core potential, the contraction error is about 600 times larger. The fault lies in the mismatch between coefficients and Hamiltonian.

The third row shows what the core functions contribute. Removing them raises the error from 3.5 to 47.9 eV, and the missing norm of the 3s pseudo-orbital from 0.2% to 2.5%. For the 3p pseudo-orbital along the $z$ axis, it rises from 0.2% to 5.1%. Discarding the core contractions because the core has been removed is therefore much worse than keeping them. The native basis has the same number of radial functions as this reduced set, and its error is 0.014 eV.

## Does the error cancel in an energy difference?

A constant error in the total energy would do no harm to an energy difference. The ionization energy,

$$
I=E(\mathrm{Cl}^+)-E(\mathrm{Cl}),
$$

shows how far this hope is justified. The cation is taken in its triplet configuration $3s^23p^4$, and the reference gives $I=11.780$ eV.

The contracted all-electron basis gives 12.004 eV, an error of 0.22 eV. Most of its 3.53 eV error has cancelled, but not all. After uncontraction, the result is 11.804 eV, in error by 0.02 eV.

The native double-zeta basis gives 12.150 eV, in error by 0.37 eV, which is worse than the mismatched basis. Its error is 0.014 eV for the neutral atom and $0.014+0.370=0.384$ eV for the cation, so there is little to cancel. The comparison is between sets of unequal size: the native basis has 2 s and 2 p radial functions, the contracted all-electron basis 4 s and 3 p. The all-electron valence-only set, which has the same size as the native one, is in error by 2.52 eV. A basis matched to the potential must still be large enough for the property sought.

## What can be said instead

An all-electron contracted basis can be paired with a core potential, and the energy remains variational. It should not be used contracted when an error of this size matters. Uncontracting it removes most of the error for chlorine, at the price of 12 s and 8 p radial functions, and leaves an exponent error that has to be judged against a larger basis. A basis made for the potential is far more compact in contracted functions, though not in primitives, but its size must be converged for energy differences too.

The figures belong to one atom, one potential, one all-electron basis and Hartree–Fock theory with s and p functions. With the s and p functions of cc-pVTZ, 6-31G or def2-SVP the contracted error is 1.5, 3.6 or 4.4 eV, again mostly from contraction, and the error in the ionization energy is −0.01, 0.09 or 0.42 eV, so the ranking against the native double-zeta set depends on the basis. They do not give the error of a correlated or quantum Monte Carlo energy, nor do they show how much would cancel in a bond energy. The nesting of the spaces and the frozen-operator bound do not depend on the choice of chlorine; the size of the error does.
